**Drift anisotropy of hot electrons in cold silicon**

The program tests why the drift velocity v100 (field along 100) is below v111 (field along 111) in silicon at 77 K. It runs an ensemble Monte Carlo simulation with ellipsoidal valleys, acoustic scattering, and f and g intervalley phonons. It asserts that the cold-valley population pc agrees with Wh/(Wh + 2Wc), where Wc and Wh are the mean f-scattering rates in the cold and hot valleys. It also asserts power balance, the energy ordering of the valleys, the symmetry of the 111 case, and the scaling law v = r w(rF), where r² is the inverse mass along the field F and w is one function common to all valleys. At 2 kV/cm the output gives v100 = 6.08 and v111 = 7.52 in units of 10⁶ cm/s, with about half of the electrons in the two slow valleys. A run with valley changes forbidden gives 7.19, which separates unequal heating (0.33 of the difference of 1.44) from repopulation (1.13). At 300 K and the same field the deficit of v100 falls from 19% to about 2%, with a standard error of 1 percentage point.

## Program and output

```python
# Result under test: in cold silicon the drift velocity v100 (field along 100)
# is below v111 (field along 111). Along 100 the valleys with light mass along
# the field heat more and lose electrons to the two heavy, slow valleys:
#     pc = Wh / (Wh + 2 Wc)
# pc: population of the two cold valleys; Wc, Wh: mean total f-scattering rates
# in cold and hot valleys. Unequal heating alone also lowers v100.
# An isolated valley obeys v = r w(r F), r^2 = n.M^-1.n, with one function w.
# Method: ensemble Monte Carlo with real ellipsoidal momenta. In the "frozen"
# run all collision rates are kept but electrons never change valley.
# Internal units: energy eV, mass m0, momentum sqrt(m0 eV).
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e, epsilon_0, pi

rng = np.random.default_rng(12345)

# Rough typical silicon parameters
ML, MT = 0.916, 0.19            # masses / m0
RHO, SOUND = 2330.0, 6600.0     # kg/m3, m/s
DEF_AC = 9.0                    # acoustic deformation potential, eV
EPS_R = 11.7
ALPHA = 0.5                     # nonparabolicity, 1/eV
DOPING = 1e14                   # cm^-3, used only to size neglected effects
GAP = 1.1                       # eV, rough
# phonon energy (eV), coupling (1e8 eV/cm), number of target valleys
PHONONS = [(0.012, 0.5, 1), (0.019, 0.8, 1), (0.061, 11.0, 1),
           (0.019, 0.3, 4), (0.047, 2.0, 4), (0.059, 2.0, 4)]
T_COLD, T_WARM, F_MAIN = 77.0, 300.0, 2.0    # K, K, kV/cm

md = (ML * MT**2)**(1 / 3) * m_e
D_E, N_E = 0.0005, 3000
energy = (np.arange(N_E) + 0.5) * D_E


def rate_table(temp):
    """Scattering rates (1/s): acoustic, then absorption/emission pairs."""
    acoustic = (np.sqrt(2) * md**1.5 * kB * temp * (DEF_AC * e)**2
                / (pi * hbar**4 * RHO * SOUND**2) * np.sqrt(energy * e))
    columns = [acoustic]
    for w, coupling, targets in PHONONS:
        occupation = 1 / np.expm1(w * e / (kB * temp))
        pref = (targets * (coupling * 1e10 * e)**2 * md**1.5
                / (np.sqrt(2) * pi * RHO * hbar**2 * w * e))
        columns.append(pref * occupation * np.sqrt((energy + w) * e))
        columns.append(pref * (occupation + 1)
                       * np.sqrt(np.maximum(energy - w, 0) * e))
    return np.array(columns).T


rates_cold = rate_table(T_COLD)
cumulative = np.cumsum(np.vstack([rates_cold, rate_table(T_WARM)]), axis=1)
total_rate = cumulative[:, -1].copy()
gain = np.array([0.0] + [s * w for w, _, _ in PHONONS for s in (1, -1)])
is_f = np.array([False] + [z == 4 for _, _, z in PHONONS for _ in (1, -1)])

# Inverse masses: column a belongs to the valley pair on axis a
INV = np.full((3, 3), 1 / MT)
np.fill_diagonal(INV, 1 / ML)
n100 = np.array([1.0, 0.0, 0.0])
n111 = np.ones(3) / np.sqrt(3)
r_sq_111 = (n111**2) @ INV
assert np.ptp(r_sq_111) < 1e-12
n_random = rng.normal(size=3)
n_random /= np.linalg.norm(n_random)
assert abs(np.mean((n_random**2) @ INV) - np.mean((n100**2) @ INV)) < 1e-12
r_c, r_h, r_111 = 1 / np.sqrt(ML), 1 / np.sqrt(MT), np.sqrt(r_sq_111[0])

# Each run: table (0 cold, 1 warm), field kV/cm, direction, transfer, cap eV
runs = [(0, F_MAIN, n100, True, 0.4), (0, F_MAIN, n100, False, 0.4),
        (0, F_MAIN, n111, True, 0.4),
        (0, F_MAIN * r_111 / r_h, n100, False, 0.4),
        (0, 1.0, n100, True, 0.4), (0, 1.0, n111, True, 0.4),
        (0, 10.0, n100, True, 1.0), (0, 10.0, n111, True, 1.0),
        (1, F_MAIN, n100, True, 0.6), (1, F_MAIN, n111, True, 0.6)]
G, N = len(runs), 2100
M = G * N
STEPS, BURN, EVERY = 4400, 1200, 4
group = np.repeat(np.arange(G), N)
offset = np.repeat([r[0] * N_E for r in runs], N)
field = np.array([r[1] for r in runs]) * 1e5          # V/m
direction = np.repeat(np.array([r[2] for r in runs]).T, N, axis=1)
transfer = np.repeat([r[3] for r in runs], N)
ceiling = np.repeat([total_rate[r[0] * N_E + int(r[4] / D_E)]
                     for r in runs], N)
push = direction * np.repeat(field, N) * np.sqrt(e / m_e) / ceiling


def random_directions(size):
    c = 2 * rng.random(size) - 1
    phi = 2 * pi * rng.random(size)
    s = np.sqrt(1 - c * c)
    return np.array([s * np.cos(phi), s * np.sin(phi), c])


axis = np.tile(np.arange(N) % 3, G)
inv_mass = INV[:, axis].copy()
lattice_kt = np.where(offset == 0, T_COLD, T_WARM) * kB / e
p = (np.sqrt(2 * rng.gamma(1.5, 1.0, M) * lattice_kt / inv_mass)
     * random_directions(M))
hist = np.zeros(2 * G * N_E)
velocity_samples = []
over, seen = 0, 0
for step in range(STEPS):
    p += push * rng.standard_exponential(M)
    vel = p * inv_mass
    en = 0.5 * (p * vel).sum(axis=0)
    cell = np.minimum((en / D_E).astype(np.int64), N_E - 1)
    row = offset + cell
    rate = total_rate[row]
    pick = rng.random(M) * ceiling
    if step >= BURN and step % EVERY == 0:
        label = 2 * group + (axis == 0)
        hist += np.bincount(label * N_E + cell, minlength=2 * G * N_E)
        velocity_samples.append(np.bincount(
            label, weights=(vel * direction).sum(axis=0), minlength=2 * G))
        over += np.count_nonzero(rate > ceiling)
        seen += M
    hit = np.nonzero(pick < rate)[0]
    process = (cumulative[row[hit]] <= pick[hit, None]).sum(axis=1)
    process = np.minimum(process, len(gain) - 1)
    e_new = np.maximum(en[hit] + gain[process], 1e-7)
    old = axis[hit]
    moved = is_f[process] & transfer[hit]
    new = np.where(moved, (old + rng.integers(1, 3, hit.size)) % 3, old)
    axis[hit] = new
    inv_new = INV[:, new]
    inv_mass[:, hit] = inv_new
    p[:, hit] = np.sqrt(2 * e_new / inv_new) * random_directions(hit.size)

# Averages; second index: 0 = valleys on axes 2 and 3, 1 = valleys on axis 1
hist = hist.reshape(G, 2, N_E)
count = hist.sum(axis=2)
samples = np.array(velocity_samples).reshape(-1, G, 2)
samples *= np.sqrt(e / m_e) * 100                     # cm/s
v_valley = samples.sum(axis=0) / count
v_series = samples.sum(axis=2) / N
v = v_series.mean(axis=0)
blocks = np.array([b.mean(axis=0) for b in np.array_split(v_series, 10)])
v_err = blocks.std(axis=0, ddof=1) / np.sqrt(10)
p_cold = count[:, 1] / count.sum(axis=1)
e_valley = (hist @ energy) / count
all_hist = hist.sum(axis=1)
e_mean = (all_hist @ energy) / all_hist.sum(axis=1)
assert over / seen < 1e-5

# Power balance: field power from velocity, loss from phonon emission
loss = -(rates_cold @ gain)
power_in = field * v / 100                            # eV/s
power_out = (all_hist @ loss) / all_hist.sum(axis=1)
cold_runs = [i for i in range(G) if runs[i][0] == 0]
power_dev = np.max(np.abs(power_out[cold_runs] / power_in[cold_runs] - 1))
assert power_dev < 0.05

# Intervalley balance: counted population against mean f rates
f_rate = rates_cold[:, is_f].sum(axis=1)
assert np.all(np.diff(f_rate) > 0)
f_mean = (hist @ f_rate) / count
p_formula = f_mean[:, 0] / (f_mean[:, 0] + 2 * f_mean[:, 1])
for i in (0, 4, 6):
    assert abs(p_formula[i] - p_cold[i]) < 0.02
    assert p_cold[i] > 1 / 3

# Energy ordering: hot valleys have more electrons above every energy
above = 1 - np.cumsum(hist[0], axis=1) / count[0][:, None]
assert np.min(above[0] - above[1]) > -0.01
assert e_valley[0, 0] > e_valley[0, 1]

# Symmetry for 111 and mass scaling of a tilted ellipsoid
assert abs(p_cold[2] - 1 / 3) < 0.02
assert abs(v_valley[2, 1] / v_valley[2, 0] - 1) < 0.04
v_scaled = r_111 / r_h * v_valley[3, 0]
assert abs(v_scaled / v[2] - 1) < 0.025
assert abs(e_valley[3, 0] / e_mean[2] - 1) < 0.03

# Causes separated by the frozen run
v_hot, v_slow = v_valley[0]
part_heating = v[2] - v[1]
part_exchange = v[1] - (v_slow + 2 * v_hot) / 3
part_population = (p_cold[0] - 1 / 3) * (v_hot - v_slow)
assert v[0] < v[1] < v[2]
assert part_population > 0
assert v[4] < v[5] and v[6] < v[7]


def deficit(i, j):
    value = 100 * (1 - v[i] / v[j])
    error = 100 * v[i] / v[j] * np.hypot(v_err[i] / v[i], v_err[j] / v[j])
    return value, error


assert deficit(8, 9)[0] < deficit(0, 2)[0]

# Sizes of neglected effects in the main 100 run
weights = all_hist[0] / all_hist[0].sum()
kt = kB * T_COLD / e
mu2 = md * SOUND**2 / e
acoustic_loss = weights @ (rates_cold[:, 0] * 2 * mu2 * (energy / kt - 2))
phonon_ratio = np.sqrt(4 * mu2 * e_mean[0]) / kt
n_si = DOPING * 1e6
eps = EPS_R * epsilon_0
e_joule = e_mean[0] * e
b = 8 * md * e_joule * eps * kB * T_COLD / (e**2 * n_si * hbar**2)
impurity = (n_si * e**4 / (16 * pi * np.sqrt(2 * md) * eps**2)
            * e_joule**-1.5 * (np.log1p(b) - b / (1 + b)))
phonon_rate = weights @ rates_cold.sum(axis=1)
n_states = 12 * (md * kB * T_COLD / (2 * pi * hbar**2))**1.5
top_energy = energy[np.nonzero(all_hist[0])[0][-1]]
assert top_energy < GAP

print(f"masses ml, mt: {ML}, {MT} m0")
print(f"r^2 heavy, light, 111: {r_c**2:.3f}, {r_h**2:.3f}, {r_111**2:.3f} 1/m0")
print(f"acoustic potential {DEF_AC} eV, sound {SOUND:.0f} m/s")
print(f"density {RHO:.0f} kg/m3")
for w, coupling, z in PHONONS:
    print(f"{'f' if z == 4 else 'g'} phonon {1000*w:.0f} meV,"
          f" coupling {coupling} 1e8 eV/cm")
print(f"electrons per run {N}, steps {STEPS}, discarded {BURN}")
print(f"MAIN CASE {T_COLD:.0f} K, {F_MAIN} kV/cm; velocities in 1e6 cm/s")
for name, i in (("v100", 0), ("v100 frozen", 1), ("v111", 2)):
    print(f"{name}: {v[i]/1e6:.2f} +- {v_err[i]/1e6:.2f}")
print(f"v100, v111 in SI: {v[0]/100:.3g}, {v[2]/100:.3g} m/s")
print(f"100 run, cold and hot valley v: {v_slow/1e6:.2f}, {v_hot/1e6:.2f}")
print(f"frozen, cold and hot valley v: {v_valley[1,1]/1e6:.2f},"
      f" {v_valley[1,0]/1e6:.2f}")
print(f"100 run, cold and hot mean energy: {1000*e_valley[0,1]:.1f},"
      f" {1000*e_valley[0,0]:.1f} meV")
print(f"111 run, mean energy: {1000*e_mean[2]:.1f} meV")
print(f"mean f rate cold, hot: {f_mean[0,1]/1e10:.2f},"
      f" {f_mean[0,0]/1e10:.2f} 1e10/s")
print(f"cold population counted, from rates: {p_cold[0]:.3f},"
      f" {p_formula[0]:.3f}")
print(f"cold-pair population in 111 run: {p_cold[2]:.3f}")
print(f"v111 - v100: {(v[2]-v[0])/1e6:.2f}")
print(f"  part from unequal heating: {part_heating/1e6:.2f}")
print(f"  part from energy exchange: {part_exchange/1e6:.2f}")
print(f"  part from repopulation: {part_population/1e6:.2f}")
print(f"scaling test: field {runs[3][1]:.3f} kV/cm,"
      f" predicted v111 {v_scaled/1e6:.2f}")
print(f"largest power-balance deviation: {100*power_dev:.1f} %")
print("SWEEP: v100, v111 (1e6 cm/s), deficit 1-v100/v111, cold population")
for i, j in ((4, 5), (0, 2), (6, 7), (8, 9)):
    d, err = deficit(i, j)
    temp = T_WARM if runs[i][0] else T_COLD
    print(f"{temp:.0f} K {runs[i][1]:.0f} kV/cm: {v[i]/1e6:.2f},"
          f" {v[j]/1e6:.2f}, {d:.1f} +- {err:.1f} %, {p_cold[i]:.3f}")
print("NEGLECTED EFFECTS, main 100 run")
print(f"nonparabolic mass change 2 alpha E: {200*ALPHA*e_mean[0]:.1f} %")
print(f"acoustic loss / field power: {100*acoustic_loss/power_in[0]:.1f} %")
print(f"acoustic phonon energy / kT: {phonon_ratio:.2f}")
print(f"doping assumed: {DOPING:.0e} cm^-3")
print(f"impurity / phonon scattering rate: {100*impurity/phonon_rate:.2f} %")
print(f"density / effective density of states: {n_si/n_states:.1e}")
print(f"highest energy sampled: {top_energy:.2f} eV (gap about {GAP} eV)")
print("all assertions hold")
```

Running it gives:

```
masses ml, mt: 0.916, 0.19 m0
r^2 heavy, light, 111: 1.092, 5.263, 3.873 1/m0
acoustic potential 9.0 eV, sound 6600 m/s
density 2330 kg/m3
g phonon 12 meV, coupling 0.5 1e8 eV/cm
g phonon 19 meV, coupling 0.8 1e8 eV/cm
g phonon 61 meV, coupling 11.0 1e8 eV/cm
f phonon 19 meV, coupling 0.3 1e8 eV/cm
f phonon 47 meV, coupling 2.0 1e8 eV/cm
f phonon 59 meV, coupling 2.0 1e8 eV/cm
electrons per run 2100, steps 4400, discarded 1200
MAIN CASE 77 K, 2.0 kV/cm; velocities in 1e6 cm/s
v100: 6.08 +- 0.02
v100 frozen: 7.19 +- 0.01
v111: 7.52 +- 0.01
v100, v111 in SI: 6.08e+04, 7.52e+04 m/s
100 run, cold and hot valley v: 2.82, 9.41
frozen, cold and hot valley v: 2.86, 9.36
100 run, cold and hot mean energy: 27.1, 32.7 meV
111 run, mean energy: 31.5 meV
mean f rate cold, hot: 6.42, 13.37 1e10/s
cold population counted, from rates: 0.505, 0.510
cold-pair population in 111 run: 0.336
v111 - v100: 1.44
  part from unequal heating: 0.33
  part from energy exchange: -0.02
  part from repopulation: 1.13
scaling test: field 1.716 kV/cm, predicted v111 7.51
largest power-balance deviation: 0.4 %
SWEEP: v100, v111 (1e6 cm/s), deficit 1-v100/v111, cold population
77 K 1 kV/cm: 4.08, 5.19, 21.4 +- 0.4 %, 0.529
77 K 2 kV/cm: 6.08, 7.52, 19.1 +- 0.3 %, 0.505
77 K 10 kV/cm: 10.47, 12.39, 15.5 +- 0.2 %, 0.492
300 K 2 kV/cm: 1.95, 1.99, 2.1 +- 1.0 %, 0.344
NEGLECTED EFFECTS, main 100 run
nonparabolic mass change 2 alpha E: 3.0 %
acoustic loss / field power: 3.8 %
acoustic phonon energy / kT: 0.46
doping assumed: 1e+14 cm^-3
impurity / phonon scattering rate: 0.43 %
density / effective density of states: 2.8e-05
highest energy sampled: 0.20 eV (gap about 1.1 eV)
all assertions hold
```
